# Fourier Transform of Exponential Interlayer Hopping and Its Decay Laws

## Transform from a screened field, and its decay laws

### Two cases that can be done at once

Take two parallel layers a distance $d$ apart. An electron on an orbital in one layer can hop to a point of the other whose in-plane offset is $\mathbf r$. Let the hopping fall off exponentially with the full distance $R=\sqrt{r^2+d^2}$, as $e^{-\kappa R}$ with $\kappa>0$. The simplest question about its Fourier transform concerns zero momentum, where the transform is the integral over all offsets:

$$S(0)=\int d^2r\,e^{-\kappa R}=2\pi\int_0^\infty r\,e^{-\kappa\sqrt{r^2+d^2}}\,dr .$$

At fixed $d$, $R^2=r^2+d^2$ gives $R\,dR=r\,dr$, and $R$ runs from $d$ to infinity. One integration by parts then gives

$$S(0)=2\pi\int_d^\infty R\,e^{-\kappa R}\,dR=2\pi\left[\frac{d\,e^{-\kappa d}}{\kappa}+\frac{e^{-\kappa d}}{\kappa^2}\right]=\frac{2\pi(1+\kappa d)e^{-\kappa d}}{\kappa^2}.$$

The integral decays with separation at the rate $\kappa$ of the hopping itself, apart from the factor $1+\kappa d$. That factor is there because the disc of offsets that contribute grows as the layers move apart.

A second simple case has $d=0$ but any in-plane momentum $\mathbf q$. With $\varphi$ the angle between $\mathbf q$ and $\mathbf r$, the radial integral is $\int_0^\infty r e^{-cr}dr=1/c^2$ with $c=\kappa+iq\cos\varphi$. Hence

$$S=\int_0^{2\pi}\frac{d\varphi}{(\kappa+iq\cos\varphi)^2}=-\frac{\partial}{\partial\kappa}\int_0^{2\pi}\frac{d\varphi}{\kappa+iq\cos\varphi}.$$

The imaginary part of the last integrand changes sign under $\varphi\to\pi-\varphi$ and integrates to zero. The real part is $\kappa/(\kappa^2+q^2\cos^2\varphi)$. It contributes equally in the four quadrants, and the substitution $t=\tan\varphi$ gives

$$4\int_0^\infty\frac{\kappa\,dt}{\kappa^2(1+t^2)+q^2}=\frac{2\pi}{Q},\qquad Q=\sqrt{q^2+\kappa^2}.$$

Since $\partial Q/\partial\kappa=\kappa/Q$, the transform at $d=0$ is $S=2\pi\kappa/Q^3$. It falls at large $q$ as a power, $q^{-3}$, and not as an exponential. Exponential decay in momentum therefore needs a finite separation.

### The general statement

The hopping is written as

$$t(\mathbf r)=V_0\,e^{-\kappa(R-d_0)},\qquad R=\sqrt{r^2+d^2},$$

where $d_0$ is a fixed reference spacing and $V_0$ is the hopping at $r=0$ when $d=d_0$. The transform is defined with a minus sign in the exponent and no prefactor:

$$T(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\,t(\mathbf r)=V_0e^{\kappa d_0}\,S(q,d),\qquad S(q,d)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}e^{-\kappa R}.$$

The inverse then carries $1/(2\pi)^2$. Because $t$ depends on the length of $\mathbf r$ alone, $T$ depends on the length of $\mathbf q$ alone. It has the unit of energy times area. The result to be derived is

$$S(q,d)=\frac{2\pi\kappa\,(1+Qd)\,e^{-Qd}}{Q^3},\qquad Q=\sqrt{q^2+\kappa^2}.$$

Setting $q=0$ makes $Q=\kappa$ and returns the first special case. Setting $d=0$ returns the second.

### First derivation: a screened field in three dimensions

Let $z$ be the coordinate normal to the layers and $\rho=\sqrt{r^2+z^2}$. Consider the function

$$\phi(\mathbf r,z)=\frac{e^{-\kappa\rho}}{\rho}.$$

Away from the origin, the Laplacian of a spherically symmetric function is $\nabla^2\phi=\rho^{-1}\,d^2(\rho\phi)/d\rho^2$. Here $\rho\phi=e^{-\kappa\rho}$, so $\nabla^2\phi=\kappa^2\phi$. To find the source at the origin, take the outward flux of $\nabla\phi$ through a small sphere:

$$4\pi\rho^2\frac{d\phi}{d\rho}=-4\pi(1+\kappa\rho)e^{-\kappa\rho}\;\longrightarrow\;-4\pi\qquad(\rho\to0).$$

The integral of $\kappa^2\phi$ over the small ball vanishes in the same limit, because $\phi$ grows as $1/\rho$ while the volume element shrinks as $\rho^2d\rho$. Both facts together mean

$$(-\nabla^2+\kappa^2)\,\phi=4\pi\,\delta(\mathbf r)\,\delta(z).$$

Now transform in the plane and leave $z$ alone:

$$F(q,z)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\phi(\mathbf r,z).$$

Two integrations by parts turn the in-plane part of $-\nabla^2$ into multiplication by $q^2$. The boundary terms vanish because $\phi$ decays exponentially. The in-plane delta function transforms to 1, so

$$\left(-\frac{\partial^2}{\partial z^2}+Q^2\right)F=4\pi\,\delta(z).$$

For $z\neq0$ the solutions are $e^{Qz}$ and $e^{-Qz}$. A growing solution is excluded by the bound

$$|F(q,z)|\le\int d^2r\,\phi=2\pi\int_{|z|}^\infty e^{-\kappa\rho}d\rho=\frac{2\pi e^{-\kappa|z|}}{\kappa}.$$

Since $\phi$ is even in $z$, what remains is $F=Be^{-Q|z|}$. Integrating the equation across $z=0$ fixes $B$. The term $Q^2F$ contributes nothing over a vanishing interval, and the slope changes from $+QB$ to $-QB$. Therefore

$$-\left[\frac{\partial F}{\partial z}\right]_{0^-}^{0^+}=2QB=4\pi,\qquad F(q,z)=\frac{2\pi e^{-Q|z|}}{Q}.$$

This is where $Q$ gets its meaning. Away from the source the field obeys $\nabla^2\phi=\kappa^2\phi$. In-plane variation with wavevector $q$ contributes $-q^2$ to the Laplacian, so the second derivative along the normal must supply $\kappa^2+q^2$. The decay constant rises from $\kappa$ to $\sqrt{\kappa^2+q^2}$.

The hopping lacks the factor $1/R$ of the screened field. A derivative with respect to $\kappa$ removes it:

$$e^{-\kappa R}=-\frac{\partial}{\partial\kappa}\,\frac{e^{-\kappa R}}{R}.$$

The derivative may be taken outside the integral. For all $\kappa$ above some positive $\kappa_1$, the differentiated integrand is bounded by $e^{-\kappa_1R}$, which is integrable and independent of $\kappa$. At $z=d>0$, with $q$ and $d$ held fixed,

$$S=-\frac{\partial F}{\partial\kappa}=-\frac{\kappa}{Q}\,\frac{\partial}{\partial Q}\left(\frac{2\pi e^{-Qd}}{Q}\right)=\frac{2\pi\kappa}{Q}\left(\frac{d}{Q}+\frac1{Q^2}\right)e^{-Qd}.$$

Placing the bracket over $Q^2$ gives the stated formula. The value at $d=0$ follows by continuity, since $e^{-\kappa R}\le e^{-\kappa r}$ for every $d$ and the bound is integrable.

### Decay with separation

Hold $q$, $V_0$ and $d_0$ fixed and vary $d$. The part of $\ln T$ that depends on $d$ is $\ln(1+Qd)-Qd$, so

$$\frac{\partial\ln T}{\partial d}=\frac{Q}{1+Qd}-Q=-\frac{Q^2d}{1+Qd}.$$

The slope vanishes at $d=0$, because $R$ depends on $d^2$ and a small lift barely lengthens the hops with $r\gg d$. For $Qd\gg1$ the slope tends to $-Q$. The decay is then exponential, with the algebraic factor $1+Qd$ in front. Larger momenta decay faster, so moving the layers apart smooths the coupling as well as weakening it.

The condition on $V_0$ matters. If the vertical hopping were reset to $V_0$ at each spacing, $T$ would gain a factor $e^{\kappa(d-d_0)}$ and the asymptotic rate would be $Q-\kappa$. At $q=0$ such a transform would even grow with $d$, as $2\pi V_0(1+\kappa d)/\kappa^2$.

### Decay with momentum

Now hold $d$ fixed. Differentiating $\ln(1+Qd)-Qd-3\ln Q$ with respect to $Q$ gives

$$\frac{d}{1+Qd}-d-\frac3Q=-\frac{Qd^2}{1+Qd}-\frac3Q .$$

Multiplication by $\partial Q/\partial q=q/Q$ yields

$$\frac{\partial\ln T}{\partial q}=-q\left[\frac{d^2}{1+Qd}+\frac{3}{Q^2}\right].$$

The transform therefore decreases steadily with $q$, but the kind of decrease changes along the way.

At small $q$ the bracket can be evaluated at $Q=\kappa$. Integration from zero then gives a Gaussian:

$$T(q)\simeq T(0)\,e^{-q^2\ell^2/2},\qquad \ell^2=\frac{d^2}{1+\kappa d}+\frac3{\kappa^2}.$$

The length $\ell$ measures the lateral reach of the hopping. The average of $e^{-i\mathbf q\cdot\mathbf r}$ over directions begins as $1-q^2r^2/4$, so $T(q)/T(0)$ begins as $1-q^2\langle r^2\rangle/4$, where the mean is weighted with $t(\mathbf r)$. Comparison with $1-q^2\ell^2/2$ gives $\langle r^2\rangle=2\ell^2$.

At large $q$ and fixed $d>0$, write

$$Q-q=\frac{\kappa^2}{Q+q}=\frac{\kappa^2}{2q}+O(q^{-3}),\qquad \frac{1+Qd}{Q^3}=\frac{d}{Q^2}\left(1+\frac1{Qd}\right).$$

The first relation turns $e^{-Qd}$ into $e^{-qd}(1-\kappa^2d/2q+\dots)$. In the second, replacing $Q$ by $q$ changes the relative correction at order $q^{-2}$. Together they give

$$S=\frac{2\pi\kappa d\,e^{-qd}}{q^2}\left[1+\frac1q\left(\frac1d-\frac{\kappa^2d}{2}\right)+O(q^{-2})\right].$$

This is the exponential decay in momentum, with rate $d$. It needs $q$ to be large compared with $\kappa$, with $1/d$ and with $\kappa^2d$. When $\kappa d>1$, the last condition is the most demanding of the three.

The size of the correction can be seen in dimensionless units with $\kappa=d=1$ and $q=40$. There the bracket is $1+0.5/40=1.0125$ up to second order. Direct integration, first over $y$ and then over $x$ by trapezoidal sums in 40-digit arithmetic, gives 1.0116 for the ratio of the integral to the leading law. The difference, 0.0009, is comparable with $1/q^2=0.0006$.

The rate $d$ can also be understood without the closed formula. Let $\mathbf q$ point along $x$ and move the $x$ integration to the line $x-i\eta$, with $0<\eta<d$. The quantity under the root becomes

$$(x-i\eta)^2+y^2+d^2,$$

whose real part $x^2+y^2+d^2-\eta^2$ is positive. The root has no branch point in the strip crossed, and the end pieces at large $|x|$ vanish. The phase factor becomes $e^{-iqx}e^{-q\eta}$. A complex number $w$ with positive real part satisfies $(\mathrm{Re}\sqrt w)^2=(|w|+\mathrm{Re}\,w)/2\ge\mathrm{Re}\,w$. The remaining integrand is thus no larger in modulus than the hopping at the reduced spacing $\sqrt{d^2-\eta^2}$. Its integral is the zero-momentum result, and $(1+x)e^{-x}\le1$ for $x\ge0$, so

$$S(q,d)\le\frac{2\pi}{\kappa^2}\,e^{-q\eta}.$$

Letting $\eta$ approach $d$ gives $S\le(2\pi/\kappa^2)e^{-qd}$ for every $q$. The separation keeps the singularity of the square root a distance $d$ away from real offsets. When $d=0$ the singularity reaches the real plane as the cusp of $e^{-\kappa r}$ at the origin, and the power law $q^{-3}$ takes over.

## Transform from Gaussians, comparison, and moiré coupling

### Symbols and results carried over

The layers are a distance $d$ apart, $\mathbf r$ is the in-plane offset and $R=\sqrt{r^2+d^2}$. The hopping is $t=V_0e^{-\kappa(R-d_0)}$ with fixed $V_0$ and $d_0$. Its transform is $T(q)=V_0e^{\kappa d_0}S(q,d)$, and with $Q=\sqrt{q^2+\kappa^2}$ the first derivation gave

$$S(q,d)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}e^{-\kappa R}=\frac{2\pi\kappa(1+Qd)e^{-Qd}}{Q^3}.$$

The local decay rates are $Q^2d/(1+Qd)$ in $d$ and $q[d^2/(1+Qd)+3/Q^2]$ in $q$. At small $q$, $T\simeq T(0)e^{-q^2\ell^2/2}$ with $\ell^2=d^2/(1+\kappa d)+3/\kappa^2$.

### Second derivation: a sum of Gaussians

A Gaussian in $R$ separates into an in-plane factor and a normal factor, because $e^{-sR^2}=e^{-sr^2}e^{-sd^2}$. The plan is to write $e^{-\kappa R}$ as a sum of such Gaussians. The integral needed is, for $a>0$ and $b\ge0$,

$$I(a,b)=\int_0^\infty s^{-3/2}e^{-a^2/4s-b^2s}\,ds .$$

Substitute $s=a^2/4u^2$. Then $s^{-3/2}=8u^3/a^3$ and $|ds|=a^2du/2u^3$, so with $c=ab/2$

$$I=\frac4a\int_0^\infty e^{-u^2-c^2/u^2}du=\frac4a\,e^{-2c}J,\qquad J=\int_0^\infty e^{-(u-c/u)^2}du .$$

The square was completed with $u^2+c^2/u^2=(u-c/u)^2+2c$. For $c>0$, replacing $u$ by $c/u$ in $J$ leaves the exponent unchanged and gives the same integral with an extra factor $c/u^2$. Adding the two forms and setting $v=u-c/u$, which runs from $-\infty$ to $\infty$, gives

$$2J=\int_0^\infty\left(1+\frac c{u^2}\right)e^{-(u-c/u)^2}du=\int_{-\infty}^{\infty}e^{-v^2}dv=\sqrt\pi .$$

For $c=0$, $J=\sqrt\pi/2$ directly. Hence

$$I(a,b)=\frac{2\sqrt\pi}{a}\,e^{-ab}.$$

With $a=\kappa$ and $b=R$ this becomes the required sum of Gaussians:

$$e^{-\kappa R}=\frac{\kappa}{2\sqrt\pi}\int_0^\infty s^{-3/2}e^{-\kappa^2/4s}\,e^{-sr^2}e^{-sd^2}\,ds .$$

All factors are positive and the integral over $\mathbf r$ is finite, so the order of integration may be exchanged. The transform of one Gaussian follows by completing the square in each Cartesian direction:

$$\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}e^{-sr^2}=\frac\pi s\,e^{-q^2/4s}.$$

The exponents $q^2/4s$ and $\kappa^2/4s$ add to $Q^2/4s$:

$$S=\frac{\sqrt\pi\,\kappa}{2}\int_0^\infty s^{-5/2}e^{-Q^2/4s-d^2s}\,ds .$$

This integral is a derivative of the one already known. Differentiating $I(Q,d)$ with respect to $Q$ brings down $-Q/2s$, so

$$\int_0^\infty s^{-5/2}e^{-Q^2/4s-d^2s}ds=-\frac2Q\frac{\partial}{\partial Q}\left(\frac{2\sqrt\pi\,e^{-Qd}}{Q}\right)=\frac{4\sqrt\pi\,(1+Qd)e^{-Qd}}{Q^3}.$$

Multiplication by $\sqrt\pi\kappa/2$ gives $2\pi\kappa(1+Qd)e^{-Qd}/Q^3$, as before.

The Gaussian picture shows how the exponent arises. Narrow Gaussians, with large $s$, contain high momenta but are suppressed by $e^{-d^2s}$. Broad ones reach across the gap but carry little weight at large $q$. The exponent $Q^2/4s+d^2s$ is smallest at $s=Q/2d$, where it equals $Qd$.

### What each derivation assumes

The first derivation uses the fact that $e^{-\kappa R}/R$ is the response of a linear equation with constant coefficients to a point source in three dimensions. It needs boundedness to reject the growing solution. It also needs the transform over a range of $\kappa$, since the hopping is obtained by a derivative. It extends readily to other powers of $R$. For example,

$$\frac{e^{-\kappa R}}{R^2}=\int_\kappa^\infty\frac{e^{-\kappa'R}}{R}\,d\kappa' ,$$

so for $d>0$ its transform is a single integral over the known function $2\pi e^{-Q'd}/Q'$, with $Q'=\sqrt{q^2+\kappa'^2}$. The same integration over $\kappa'$ applied to the sum of Gaussians gives $e^{-\kappa R}/R^2=\int_0^\infty \mathrm{erfc}(\kappa/2\sqrt s)\,e^{-sR^2}ds$, so the extension is open to both routes.

The second derivation works at one value of $\kappa$ and needs no differential equation or point source. It assumes that the hopping is a sum of Gaussians in $R$. Here the weights are also positive, and this gives a lower bound without use of the closed formula. The ratio $T(q)/T(0)$ is an average of $e^{-q^2/4s}$ over a positive distribution of $s$. The average of an exponential is at least the exponential of the average, so

$$\frac{T(q)}{T(0)}\ge e^{-q^2\langle1/4s\rangle}=e^{-q^2\ell^2/2}.$$

The last equality follows from comparing the terms of order $q^2$. The small-momentum Gaussian is thus a lower bound at every $q$. The closed formula agrees: the bracket $d^2/(1+Qd)+3/Q^2$ in the decay rate falls as $Q$ grows and so never exceeds $\ell^2$.

Both derivations assume an isotropic exponential, a uniform spacing and flat layers. Neither uses a lattice or a twist angle.

### From the transform to the coupling of Bloch states

Let both layers have the same cell area $A$ and $N$ cells in a common periodic region. Their sites are $\mathbf X=\mathbf R_1+\boldsymbol\tau$ and $\mathbf X'=\mathbf R_2+\boldsymbol\tau'$, where $\mathbf R_1,\mathbf R_2$ are lattice vectors and $\boldsymbol\tau,\boldsymbol\tau'$ are positions in the cell. Bloch states carry phases $e^{i\mathbf k\cdot\mathbf X}/\sqrt N$ and $e^{i\mathbf k'\cdot\mathbf X'}/\sqrt N$, and orbital overlap is neglected. Their matrix element is

$$M=\frac1N\sum_{\mathbf X,\mathbf X'}e^{-i\mathbf k\cdot\mathbf X+i\mathbf k'\cdot\mathbf X'}\,t(\mathbf X-\mathbf X').$$

In a region of area $NA$ much wider than the hopping range, $t(\mathbf r)=(NA)^{-1}\sum_{\mathbf p}T(p)e^{i\mathbf p\cdot\mathbf r}$. The sum over $\mathbf X$ vanishes unless $\mathbf p=\mathbf k+\mathbf G$, with $\mathbf G$ a reciprocal vector of the first layer, and then equals $Ne^{i\mathbf G\cdot\boldsymbol\tau}$. The sum over $\mathbf X'$ requires $\mathbf p=\mathbf k'+\mathbf G'$ and gives $Ne^{-i\mathbf G'\cdot\boldsymbol\tau'}$. Collecting the powers of $N$,

$$M=\sum_{\mathbf G,\mathbf G'}\frac{T(|\mathbf k+\mathbf G|)}{A}\,e^{i\mathbf G\cdot\boldsymbol\tau-i\mathbf G'\cdot\boldsymbol\tau'}\,\delta_{\mathbf k+\mathbf G,\,\mathbf k'+\mathbf G'} .$$

For a honeycomb layer with lattice constant $a$, the low-energy states lie near the zone corner, at distance $K=4\pi/3a$ from the centre. With reciprocal vectors $\mathbf b_1,\mathbf b_2$ of length $\sqrt3K$ at $120^\circ$ and the corner at $(2\mathbf b_1+\mathbf b_2)/3$, the equivalent momenta are $(m\mathbf b_1+n\mathbf b_2)/3$. Here $m-2$ and $n-1$ are multiples of 3, and the squared length is $K^2(m^2+n^2-mn)/3$. The smallest value, $K^2$, occurs for $(2,1)$, $(-1,1)$ and $(-1,-2)$. Next come three momenta of length $2K$ and six of length $\sqrt7K$. The rapid decay of $T$ leaves the first three dominant, with common strength $w=T(K)/A$.

### Numbers for a graphene-like bilayer

The following inputs are rough values in the regime of twisted bilayer graphene: $a=0.246$ nm, $d=d_0=0.335$ nm, $\kappa=22$ nm$^{-1}$ and $V_0=0.48$ eV. They give $A=\sqrt3a^2/2=0.0524$ nm$^2$, $K=17.03$ nm$^{-1}$, $Q=27.82$ nm$^{-1}$ and $Qd=9.32$. Since $\kappa d_0=7.37$,

$$T(K)=0.48\times\frac{2\pi\times22\times10.32}{27.82^3}\,e^{7.37-9.32}\ \text{eV nm}^2=0.00453\ \text{eV nm}^2 .$$

Division by $A$ gives $w=86$ meV. At zero momentum $T(0)/A=995$ meV, so the lateral momentum $K$ costs a factor of about 12. The next shells have 0.56 meV at $2K$ and 0.014 meV at $\sqrt7K$.

The corner momentum is far from the asymptotic regime, since $\kappa^2d=162$ nm$^{-1}$ is much larger than $K$. The leading large-$q$ law overestimates $T(K)$ by a factor of 90. The Gaussian form gives 0.67 of the full value, on the side required by the lower bound. The local decay rate in $q$ is 0.25 nm, below the asymptotic 0.335 nm. The rate in $d$ is 25.1 nm$^{-1}$, close to $Q$.

The lattice formula can be compared with a direct sum over sites. At a twist of $21.79^\circ$ the two layers share a cell containing seven cells of each. Take $\mathbf k$ displaced from the corner by $(0.4,-0.3)$ nm$^{-1}$, with the corner along $x$, and $\mathbf k'$ such that both states share $\mathbf p=\mathbf k-\mathbf b_1$, of length 16.57 nm$^{-1}$. The direct sum and the single term $T(p)/A$ both give 96.826 meV. They differ by less than $10^{-4}$ meV, the contribution of the more distant shared momenta, whose sign and size depend on $\boldsymbol\tau$ and $\boldsymbol\tau'$. The value exceeds $w$ because $p<K$.

### What the model leaves out

Carbon $p$ orbitals hop with an angular dependence. The Slater-Koster form is

$$t_{\rm SK}=V_0e^{-\kappa(R-d_0)}\frac{d^2}{R^2}+V_\pi e^{-\kappa(R-b)}\left(1-\frac{d^2}{R^2}\right),$$

with the rough value $V_\pi=-2.7$ eV at the in-plane bond length $b=0.142$ nm. Numerical radial integration gives 111 meV at $K$, 28% above the isotropic $w$, but 764 meV at $q=0$, below the isotropic 995 meV. The added terms are negative and vanish at $r=0$, so they lower the transform at $q=0$. At $K$ the angular average of the phase factor is negative for $r$ just beyond 0.14 nm, and there the same terms raise it.

Thermal motion changes the spacing. For a locally uniform Gaussian fluctuation $u$ of rms size $\sigma$, let $\nu=Q^2\sigma^2$. Then $\langle e^{-Qu}\rangle=e^{\nu/2}$ and $\langle Qu\,e^{-Qu}\rangle=-\nu e^{\nu/2}$, so the mean coupling changes by the factor

$$e^{\nu/2}\left(1-\frac{\nu}{1+Qd}\right).$$

With $\sigma=0.015$ nm, a rough room-temperature figure, this is an increase of 7% at fixed mean spacing. It is not the net effect of temperature. Part of $\sigma$ is zero-point motion, and thermal expansion of the spacing, roughly 0.002 nm in graphite between 0 and 300 K, lowers $w$ by about 5%.

A twist of $1.1^\circ$ separates the corners of the two layers by $2K\sin(\theta/2)=0.33$ nm$^{-1}$. Changing the length $K$ by this amount changes $T$ by $-8\%$ or $+9\%$, which measures the error of a constant $w$ over that momentum range. Hopping to a layer at $2d_0$, with the same $V_0$ and $\kappa$ and ignoring the layer between, has $1.7\times10^{-4}$ of the strength at $d_0$.

The interlayer coupling in twisted bilayer graphene is roughly 0.1 eV, so both the isotropic 86 meV and the angular 111 meV have the right size. Real bilayers break the assumption of uniform spacing: the layers stand farther apart where atoms lie on top of each other (AA stacking). An increase of 0.02 nm, taken as a rough figure and applied uniformly, lowers $w$ by 40%. This uniform figure overstates the effect in a corrugated bilayer, because the hops that matter at $K$ extend over offsets at which the stacking, and with it the spacing, is different. Let the spacing follow the local stacking in its lowest harmonic, from $d_0$ at AB to $d_0+0.02$ nm at AA. The isotropic coupling then splits into about 66 meV between like sublattices and 78 meV between unlike ones, reductions of 24% and 10%. Hopping that depends on neighbouring atoms, and orbital overlap, are not sized here.

All numerical values are calculated from the stated model.
